**Electron mass from the Larmor-to-cyclotron ratio of 12C5+**

For one 12C5+ ion in a Penning trap, Γ = ν_L/ν_c = gM/(10m) and M = 12 − nm in u give m = 12κ/(1+κn), where m is the electron mass, M the ion mass, κ = g/(10Γ), n = 5 − bα² and b the sum of the first five ionization energies in Hartree. The value g = 2.00104159 is an input with its rounding as uncertainty, b comes from the Dirac energy of the ion and X2C-UHF plus extrapolated UCCSD(T) for the atom, and Γ is simulated from the scipy electron mass in a tilted, elliptic trap with round parameters. The program asserts that the 1s spinor solves the Dirac equation, that quadrature gives the Breit g at Z = 6 and 50, that X2C matches the Dirac energy, that the virial ratio, the basis ordering and CCSD(T) against FCI hold, and that the trap eigenfrequencies obey ν_c² = ν₊² + ν_z² + ν₋² while ν₊ + ν₋ misses ν_c. It also asserts that the closed form inverts the forward simulation and agrees with root finding, that the sensitivities M/12 and α²m/12 match finite differences, and that the linear error budget matches Monte Carlo. The output shows b = 19.850 ± 0.015, Γ = 4376.2105007 and m = 5.4857990904(79)×10⁻⁴ u, with a relative uncertainty of 1.446×10⁻⁹ dominated by the rounding of g. Omitting the binding energy shifts m by −4.83×10⁻⁸, about 33 standard uncertainties. Recovering the input mass confirms the chain of formulas and is not a new determination.

## Program and output

```python
# Result under test: for 12C5+ (charge 5e), Gamma = nu_Larmor/nu_cyclotron = g M/(10 m),
# ion mass M = 12 - n m (in u), n = 5 - b alpha^2, b = [E(C5+) - E(C)] in Hartree, so the
# electron mass is m = 12 k/(1 + k n), k = g/(10 Gamma), with dln m/dln g = M/12
# = -dln m/dln Gamma and dln m/db = alpha^2 m/12.  g is given; Gamma is simulated.
import numpy as np, mpmath as mp
from scipy.constants import physical_constants as pc, e, c as c_si, h, pi
from scipy.linalg import eigh
from pyscf import gto, scf, cc, fci, ao2mo
scf.hf.MUTE_CHKFILE = True
mp.mp.dps = 40
al, u_al = pc['fine-structure constant'][0], pc['fine-structure constant'][2]
m_ref, a_e = pc['electron mass in u'][0], pc['electron mag. mom. anomaly'][0]
m_u, u_mu = pc['atomic mass constant'][0], pc['atomic mass constant'][2]
Eh_eV = pc['Hartree energy in eV'][0]
u_eV = pc['atomic mass constant energy equivalent in MeV'][0]*1e6
Z, g, u_g = 6, mp.mpf('2.00104159'), 5e-9/np.sqrt(3)
def out(label, x, fmt, unit=''): print(f"{label} = {float(x):{fmt}} {unit}".rstrip())

# Dirac 1s spinor and Breit g factor
sig = [np.array([[0,1],[1,0]],complex), np.array([[0,-1j],[1j,0]]), np.array([[1,0],[0,-1]],complex)]
O = np.zeros((2,2)); alpha = [np.block([[O,s],[s,O]]) for s in sig]
breit = lambda z, a: 2*(1+2*mp.sqrt(1-(z*a)**2))/3
for z in (50, 6):
    A = mp.mpf(al); gam = mp.sqrt(1-(z*A)**2); a = z*A/(1+gam)
    def psi(p):
        r = mp.sqrt(sum(t*t for t in p)); f = r**(gam-1)*mp.exp(-z*r)
        return [f, mp.mpf(0), 1j*a*f*p[2]/r, 1j*a*f*(p[0]+1j*p[1])/r]
    p0 = [mp.mpf('0.03'), mp.mpf('-0.05'), mp.mpf('0.04')]; r0 = mp.sqrt(sum(t*t for t in p0))
    v = psi(p0)
    Hv = [(1 if k < 2 else -1)*v[k]/A**2 - z/r0*v[k] for k in range(4)]
    for i in range(3):
        d = [mp.diff(lambda t: psi([t if j == i else p0[j] for j in range(3)])[k], p0[i]) for k in range(4)]
        for k in range(4):
            Hv[k] += sum(-1j/A*complex(alpha[i][k,l])*d[l] for l in range(4))
    assert max(abs(Hv[k]-gam/A**2*v[k]) for k in range(4)) < 1e-18*abs(v[0])/A**2
    rmean = mp.quad(lambda x: x**(2*gam+1)*mp.exp(-2*x), [0,1,5,80])/mp.quad(lambda x: x**(2*gam)*mp.exp(-2*x), [0,1,5,80])/z
    num = den = 0.0
    for ct, w in zip(*np.polynomial.legendre.leggauss(8)):
        for ph in np.arange(8)*pi/4:
            nx, ny = np.sqrt(1-ct*ct)*np.cos(ph), np.sqrt(1-ct*ct)*np.sin(ph)
            chi = np.array([1, 0, 1j*float(a)*ct, 1j*float(a)*(nx+1j*ny)])
            num += w*(chi.conj() @ (nx*alpha[1]-ny*alpha[0]) @ chi).real
            den += w*(chi.conj() @ chi).real
    assert abs(2/A*rmean*num/den - breit(z, A)) < 1e-12
gB = breit(Z, A); rem = g-gB-2*a_e
assert abs(al/(2*pi)-a_e) < (al/pi)**2 and abs(rem) < al/pi*(Z*al)**2
slope = (-4*(Z*A)**2/(3*gam) + A/mp.pi)/g
assert abs(A*mp.diff(lambda x: breit(Z, x)+x/mp.pi, A)/g/slope - 1) < 1e-15
out('alpha', al, '.13f'); out('Z alpha', Z*al, '.10f'); out('gamma', gam, '.12f')
out('g given', g, '.8f'); out('u(g) from rounding', u_g, '.3e')
out('g Breit', gB, '.11f'); out('2 a_e', 2*a_e, '.11f')
print(f"g - Breit - 2a_e = {float(rem):.3e}; scale (alpha/pi)(Z alpha)^2 = {al/pi*(Z*al)**2:.3e}")
out('dln g/dln alpha', slope, '.4e')

# Binding energy of the five removed electrons
def atom(basis, charge=0, spin=2):
    return gto.M(atom='C 0 0 0', basis=basis, charge=charge, spin=spin, symmetry='D2h', verbose=0)
def uhf(mol, rel=False):
    mf = scf.UHF(mol)
    if rel: mf = mf.sfx2c1e()
    mf.irrep_nelec = {'Ag': (2,2), 'B2u': (1,0), 'B3u': (1,0)}
    mf.conv_tol = 1e-9; mf.max_cycle = 100; mf.kernel(); assert mf.converged
    return mf
def corr(mf):
    m = cc.UCCSD(mf); m.incore_complete = True; m.kernel(); assert m.converged
    return m.e_corr + m.ccsd_t()
big = {'C': [[l, [a0*be**i, 1.0]] for l, nn, a0, be in
       ((0,22,.06,2.2), (1,12,.05,2.2), (2,4,.15,2.5), (3,2,.5,2.5)) for i in range(nn)]}
E_ion = float((gam-1)/A**2)
ion = atom(big, 5, 1)
E_x2c = eigh(scf.uhf.UHF(ion).sfx2c1e().get_hcore(), ion.intor('int1e_ovlp'))[0][0]
assert abs(E_x2c-E_ion) < 3e-4 < abs(E_ion+Z*Z/2)/10   # Gaussian basis limit
mol = atom(big); nr = uhf(mol); rel = uhf(mol, True)
T = np.einsum('sij,ji->', np.asarray(nr.make_rdm1()), mol.intor('int1e_kin'))
assert abs(nr.e_tot/T+1) < 1e-4
mD, mT = uhf(atom('cc-pcvdz')), uhf(atom('cc-pcvtz')); cD, cT = corr(mD), corr(mT)
assert nr.e_tot < mT.e_tot < mD.e_tot
cX = (27*cT-8*cD)/19
sm = atom('cc-pvdz'); ms = uhf(sm); C = np.asarray(ms.mo_coeff[0])
sol = fci.direct_spin1.FCI(); sol.verbose = 0; sol.conv_tol = 1e-8; sol.max_cycle = 200
E_fci = sol.kernel(C.T @ ms.get_hcore() @ C, ao2mo.incore.full(sm.intor('int2e', aosym='s8'), C), C.shape[1], (4,2))[0]
gap = abs(ms.e_tot+corr(ms)-E_fci); assert gap < 1e-3
E_C = rel.e_tot+cX; b = mp.mpf(round(float(E_ion-E_C), 4))
assert abs(b*Eh_eV-540) < 5   # rough known size of the five ionization energies
parts = [abs(cX-cT), gap, float(b)*m_ref/12, al**2*Z**3/8, 4/(3*pi)*al**3*Z**4*np.log((Z*al)**-2)]
u_b = sum(parts)
print(f"E(C5+) Dirac = {E_ion:.6f} Eh; X2C in basis = {E_x2c:.6f} Eh")
print(f"E(C) UHF nonrel = {nr.e_tot:.5f} Eh; X2C = {rel.e_tot:.5f} Eh; -E/T = {-nr.e_tot/T:.6f}")
print(f"E_corr CVDZ = {cD:.5f}, CVTZ = {cT:.5f}, extrapolated = {cX:.5f} Eh")
out('E(C) total', E_C, '.4f', 'Eh')
print("u(b) parts (extrap, FCI gap, red. mass, 2e rel, Lamb) = " + ", ".join(f"{x:.5f}" for x in parts) + " Eh")
print(f"b = {float(b):.4f} +- {u_b:.4f} Eh = {float(b)*Eh_eV:.2f} +- {u_b*Eh_eV:.2f} eV")

# Simulated measurement in a tilted, elliptic trap, through eV and SI constants
B, nz0, th, ph, eps = 4, mp.mpf(7e5), mp.mpf('0.01'), mp.mpf('0.7'), mp.mpf('0.05')
M_ref = 12 - 5*mp.mpf(m_ref) + b*Eh_eV/u_eV
nc_true = 5*mp.mpf(e)*B/(2*mp.pi*M_ref*m_u)
bh = [mp.sin(th)*mp.cos(ph), mp.sin(th)*mp.sin(ph), mp.cos(th)]
S = mp.mpf(10)**6; Am = mp.zeros(6); wc = nc_true/S
for i, kk in enumerate((-(1+eps)/2, -(1-eps)/2, 1)):
    Am[i,i+3] = 1; Am[i+3,i] = -kk*(nz0/S)**2
    Am[3+i,3+(i+1)%3] = wc*bh[(i+2)%3]; Am[3+i,3+(i+2)%3] = -wc*bh[(i+1)%3]
ev = mp.eig(Am, left=False, right=False)
assert max(abs(mp.re(x)) for x in ev) < 1e-25
nm, nz, npl = sorted(mp.im(x)*S for x in ev)[3:]
nc = mp.sqrt(nm**2+nz**2+npl**2); side = (npl+nm)/nc_true-1
assert abs(nc/nc_true-1) < 1e-25 and abs(side) > 1e-8
HZ = mp.matrix([[bh[2], bh[0]-1j*bh[1]], [bh[0]+1j*bh[1], -bh[2]]])*g*e*B/(8*mp.pi*m_ref*m_u)
lv = mp.eighe(HZ, eigvals_only=True); nL = abs(lv[1]-lv[0])
G_exact = nL/nc; G = mp.nint(G_exact*10**7)/10**7; r_G = 1e-10
print(f"B = {B} T, nu_z0 = {float(nz0):.0f} Hz, tilt = {float(th)} rad, azimuth = {float(ph)} rad, eps = {float(eps)}")
out('m_e fed to simulation', m_ref, '.13e', 'u')
out('nu_+', npl, '.5f', 'Hz'); out('nu_z', nz, '.5f', 'Hz'); out('nu_-', nm, '.5f', 'Hz')
out('nu_c', nc, '.5f', 'Hz'); out('rel. error of nu_+ + nu_-', side, '.3e'); out('nu_L', nL, '.1f', 'Hz')
print(f"Gamma (simulated datum) = {float(G):.7f}, chosen rel. uncertainty = {r_G:.0e}")
B_au = B/pc['atomic unit of mag. flux density'][0]
print(f"neglected: (B/Z^2)^2 = {(B_au/Z**2)**2:.1e}; h nu_L/Mc^2 = {float(h*nL/(M_ref*m_u*c_si**2)):.1e}")

# Inversion
def closed(g, G, b, a):
    k = g/(10*G); return 12*k/(1+k*(5-b*a*a))
def root(g, G, b, a):
    return mp.findroot(lambda x: G-g*(12-5*x+b*a*a*x)/(10*x), (mp.mpf('5.4e-4'), mp.mpf('5.5e-4')))
assert abs(closed(g, G_exact, b, A)/m_ref-1) < 1e-15   # rounding of eV constants times 5e-8
m = closed(g, G, b, A); k = g/(10*G); n = 5-b*A*A; M = 12-n*m
assert abs(root(g, G, b, A)/m-1) < 1e-25 and abs(m/m_ref-1) < 2e-11
it = [mp.mpf(0)]
for _ in range(4): it.append(g*(12-5*it[-1]+b*A*A*it[-1])/(10*G))
assert abs((it[3]-m)/(it[2]-m)+k*n) < 1e-20
out('kappa', k, '.12e'); out('b alpha^2', b*A*A, '.6e'); out('n', n, '.9f'); out('kappa n', k*n, '.9e')
print("iterates = " + ", ".join(f"{float(x):.12e}" for x in it[1:]) + " u")
out('5 m', 5*m, '.13f', 'u'); out('binding mass', b*A*A*m, '.5e', 'u'); out('M(C5+)', M, '.12f', 'u')
out('recoil feedback scale (Z alpha)^2 m/(M g)', (Z*A)**2*m/M/g, '.2e')

# Error propagation
s_g, s_b = M/12, A*A*m/12; s_a = s_g*slope + 2*b*s_b
d = mp.mpf('1e-10'); fd = lambda f: (mp.log(f(d))-mp.log(f(-d)))/(2*d)
assert abs(fd(lambda t: root(g*(1+t), G, b, A))/s_g-1) < 1e-12
assert abs(fd(lambda t: root(g, G*(1+t), b, A))/s_g+1) < 1e-12
assert abs(fd(lambda t: root(g, G, b+t, A))/s_b-1) < 1e-12
gA = lambda x: g + breit(Z, x)+x/mp.pi - gB - A/mp.pi
assert abs(fd(lambda t: root(gA(A*(1+t)), G, b, A*(1+t)))/s_a-1) < 1e-12
terms = [float(x) for x in (s_g*u_g/g, s_g*r_G, s_b*u_b, abs(s_a)*u_al/al)]
tot = np.sqrt(sum(x*x for x in terms))
rng = np.random.default_rng(1); N = 400000
def monte(dg):
    t = rng.normal(0, u_al/al, N); gs = (float(g)+dg)*(1+float(slope)*t)
    Gs = float(G)*(1+rng.normal(0, r_G, N)); bs = float(b)+rng.normal(0, u_b, N); x = np.zeros(N)
    for _ in range(6): x = gs*(12-5*x+bs*(al*(1+t))**2*x)/(10*Gs)
    return np.std(x/float(m)-1)
mc = monte(rng.uniform(-5e-9, 5e-9, N)); assert abs(mc/tot-1) < 0.01   # sampling noise 1e-3
tot2 = np.sqrt((float(s_g/g)*3e-11)**2 + sum(x*x for x in terms[1:]))
assert abs(monte(rng.normal(0, 3e-11, N))/tot2-1) < 0.01
out('dln m/dln g = M/12', s_g, '.9f'); out('dln m/db', s_b, '.5e', '1/Eh')
print(f"dln m/dln alpha = {float(s_a):.4e}; u(alpha)/alpha = {u_al/al:.2e}")
print("rel. terms (g, Gamma, b, alpha) = " + ", ".join(f"{x:.3e}" for x in terms))
print(f"rel. total = {tot:.3e}; Monte Carlo = {mc:.3e}")
print(f"m_e = {float(m):.12e} +- {float(m)*tot:.2e} u")
print(f"m_e = {float(m)*m_u:.10e} +- {float(m)*m_u*np.hypot(tot, u_mu/m_u):.2e} kg (u(m_u)/m_u = {u_mu/m_u:.1e})")
print(f"if u(g) = 3e-11: g term = {float(s_g/g)*3e-11:.2e}, rel. total = {tot2:.3e}")
sh = root(g, G, 0, A)/m-1; assert abs(sh/(-b*s_b)-1) < 1e-6
out('rel. shift, binding omitted', sh, '.4e'); out('  in standard uncertainties', abs(sh)/tot, '.1f')
out('rel. shift, M = 12 u', 12*k/m-1, '.4e')
out('rel. shift, g = free 2+2a_e', closed(2+2*mp.mpf(a_e), G, b, A)/m-1, '.4e')
out('rel. shift, g = Breit', closed(gB, G, b, A)/m-1, '.4e')
out('rel. shift, g = Breit+2a_e', closed(gB+2*a_e, G, b, A)/m-1, '.4e')
print("no test failed")
```

Running it gives:

```
alpha = 0.0072973525643
Z alpha = 0.0437841154
gamma = 0.999041015795
g given = 2.00104159
u(g) from rounding = 2.887e-09
g Breit = 1.99872135439
2 a_e = 0.00231930436
g - Breit - 2a_e = 9.312e-07; scale (alpha/pi)(Z alpha)^2 = 4.453e-06
dln g/dln alpha = -1.1779e-04
E(C5+) Dirac = -18.008635 Eh; X2C in basis = -18.008633 Eh
E(C) UHF nonrel = -37.69373 Eh; X2C = -37.70873 Eh; -E/T = 1.000001
E_corr CVDZ = -0.11136, CVTZ = -0.13839, extrapolated = -0.14977 Eh
E(C) total = -37.8585 Eh
u(b) parts (extrap, FCI gap, red. mass, 2e rel, Lamb) = 0.01138, 0.00034, 0.00091, 0.00144, 0.00134 Eh
b = 19.8499 +- 0.0154 Eh = 540.14 +- 0.42 eV
B = 4 T, nu_z0 = 700000 Hz, tilt = 0.01 rad, azimuth = 0.7 rad, eps = 0.05
m_e fed to simulation = 5.4857990904410e-04 u
nu_+ = 25589806.67358 Hz
nu_z = 699947.26236 Hz
nu_- = 9562.87001 Hz
nu_c = 25599379.35204 Hz
rel. error of nu_+ + nu_- = -3.832e-07
nu_L = 112028272731.6 Hz
Gamma (simulated datum) = 4376.2105007, chosen rel. uncertainty = 1e-10
neglected: (B/Z^2)^2 = 2.2e-13; h nu_L/Mc^2 = 4.1e-14
kappa = 4.572544190184e-05
b alpha^2 = 1.057034e-03
n = 4.998942966
kappa n = 2.285788762e-04
iterates = 5.487053028221e-04, 5.485798803807e-04, 5.485799090496e-04, 5.485799090430e-04 u
5 m = 0.0027428995452 u
binding mass = 5.79868e-07 u
M(C5+) = 11.997257680322 u
recoil feedback scale (Z alpha)^2 m/(M g) = 4.38e-08
dln m/dln g = M/12 = 0.999771473
dln m/db = 2.43439e-09 1/Eh
dln m/dln alpha = -1.1766e-04; u(alpha)/alpha = 1.51e-10
rel. terms (g, Gamma, b, alpha) = 1.442e-09, 9.998e-11, 3.750e-11, 1.774e-14
rel. total = 1.446e-09; Monte Carlo = 1.447e-09
m_e = 5.485799090430e-04 +- 7.93e-13 u
m_e = 9.1093837139e-31 +- 1.35e-39 kg (u(m_u)/m_u = 3.1e-10)
if u(g) = 3e-11: g term = 1.50e-11, rel. total = 1.078e-10
rel. shift, binding omitted = -4.8322e-08
  in standard uncertainties = 33.4
rel. shift, M = 12 u = 2.2858e-04
rel. shift, g = free 2+2a_e = 6.3838e-04
rel. shift, g = Breit = -1.1592e-03
rel. shift, g = Breit+2a_e = -4.6527e-07
no test failed
```
